# A Majorana representation and the real solutions of the Dirac equation

## Problem

Set $\hbar=c=1$ and use the metric $g^{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$. The free Dirac equation with real mass $m>0$ is

$$
(i\gamma^\mu\partial_\mu-m)\psi=0,\qquad \gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}.
$$

In the Dirac representation, written in $2\times2$ blocks,

$$
\beta=\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\alpha_i=\gamma^0\gamma^i=\begin{pmatrix}0&\sigma_i\\\sigma_i&0\end{pmatrix},\qquad
\gamma^i=\beta\alpha_i ,
$$

where $\sigma_i$ are the Pauli matrices. The four matrices $\beta,\alpha_1,\alpha_2,\alpha_3$ are Hermitian, square to 1 and anticommute with one another.

(a) Find a unitary matrix $U$ such that all four matrices $\gamma_M^\mu=U\gamma^\mu U^\dagger$ are purely imaginary.

(b) Show that the equation for $\psi_M=U\psi$ has real coefficients, and state in what sense its solutions are real.

(c) Let $E=\sqrt{m^2+\mathbf p^2}$ and $\theta=Et-\mathbf p\cdot\mathbf x$. From the plane wave $u\,e^{-i\theta}$ with

$$
u=(E+m,\;0,\;p_z,\;p_x+ip_y)^T
$$

form a real solution. Its density $\psi_M^T\psi_M$ varies in time at a fixed point. Find the relative amplitude and the period of this variation, first roughly and then exactly, for $m=4$ and $\mathbf p=(1,2,2)$ in an arbitrary mass unit $M$.

The given $u$ does belong to energy $E$. It is the first column of $H+E$, where $H=\boldsymbol\alpha\cdot\mathbf p+\beta m$. Anticommutation gives $H^2=\mathbf p^2+m^2=E^2$, so $(H-E)(H+E)=0$ and every column of $H+E$ satisfies $Hu=Eu$.

## First estimate by scaling

Suppose that a suitable $U$ exists. Then $\beta_M=\gamma_M^0$ is imaginary, while $\alpha_{M,i}=\gamma_M^0\gamma_M^i$ is a product of two imaginary matrices and is real. Put $W=\sqrt2\,Uu$. The real part of the plane wave is

$$
\psi_M=\mathrm{Re}\,(We^{-i\theta})=\tfrac12\left(We^{-i\theta}+W^*e^{i\theta}\right).
$$

That this is a solution is part of question (b). Multiplying out the density gives

$$
\psi_M^T\psi_M=\tfrac12W^\dagger W+\tfrac12\,\mathrm{Re}\left(W^TW\,e^{-2i\theta}\right). \tag{1}
$$

The second term comes from interference between the frequencies $+E$ and $-E$. At a fixed point it has angular frequency $2E$, hence period $\pi/E$. Its size relative to the mean is

$$
a=\frac{|W^TW|}{W^\dagger W}.
$$

To see how $a$ scales, multiply $(\boldsymbol\alpha_M\cdot\mathbf p+\beta_Mm)W=EW$ from the left by $W^T$. The matrix $\beta_M$ is Hermitian and imaginary, so it is antisymmetric and $W^T\beta_MW=0$. What remains is

$$
W^TW=\frac{1}{E}\,W^T(\boldsymbol\alpha_M\cdot\mathbf p)W .
$$

The matrices $\alpha_{M,i}$ have eigenvalues $\pm1$. If their matrix elements are taken to be of order $W^\dagger W$, the estimate is

$$
a\sim\frac{|\mathbf p|}{E}.
$$

Since $(\boldsymbol\alpha_M\cdot\mathbf p)^2=\mathbf p^2$, the Cauchy–Schwarz inequality shows that $|\mathbf p|/E$ is also an upper bound. The estimate can therefore err only upwards.

For the given values $|\mathbf p|=\sqrt{1+4+4}\,M=3M$ and $E=\sqrt{16+9}\,M=5M$, so $a\sim0.6$.

## Exact solution

### The unitary matrix

All $\gamma_M^\mu$ are imaginary if $\beta_M$ is imaginary and the three $\alpha_{M,i}$ are real, because $\gamma_M^i=\beta_M\alpha_{M,i}$. In the Dirac representation $\beta,\alpha_1,\alpha_3$ are real and $\alpha_2$ is imaginary, since $\sigma_2$ is the imaginary Pauli matrix. It is therefore enough to exchange $\beta$ and $\alpha_2$. Take

$$
U=\frac{\beta+\alpha_2}{\sqrt2}=\frac1{\sqrt2}\begin{pmatrix}1&\sigma_2\\\sigma_2&-1\end{pmatrix}.
$$

This matrix is Hermitian, and

$$
U^2=\tfrac12\left(\beta^2+\alpha_2^2+\beta\alpha_2+\alpha_2\beta\right)=\tfrac12(1+1+0)=1,
$$

so $U^\dagger=U=U^{-1}$. Its action on $\beta$ follows from

$$
U\beta=\frac{1+\alpha_2\beta}{\sqrt2}=\alpha_2\,\frac{\alpha_2+\beta}{\sqrt2}=\alpha_2U,
$$

which gives $U\beta U^\dagger=\alpha_2$. Multiplying this by $U$ on both sides gives $U\alpha_2U^\dagger=\beta$. The matrices $\alpha_1$ and $\alpha_3$ anticommute with both terms of $U$, so $U\alpha_1U^\dagger=-\alpha_1UU^\dagger=-\alpha_1$, and likewise for $\alpha_3$. Thus

$$
\beta_M=\alpha_2,\qquad \boldsymbol\alpha_M=(-\alpha_1,\;\beta,\;-\alpha_3).
$$

With $\sigma_2\sigma_1=-i\sigma_3$ and $\sigma_2\sigma_3=i\sigma_1$, the gamma matrices are

$$
\gamma_M^0=\alpha_2=\begin{pmatrix}0&\sigma_2\\\sigma_2&0\end{pmatrix},\qquad
\gamma_M^1=-\alpha_2\alpha_1=\begin{pmatrix}i\sigma_3&0\\0&i\sigma_3\end{pmatrix},
$$

$$
\gamma_M^2=\alpha_2\beta=\begin{pmatrix}0&-\sigma_2\\\sigma_2&0\end{pmatrix},\qquad
\gamma_M^3=-\alpha_2\alpha_3=\begin{pmatrix}-i\sigma_1&0\\0&-i\sigma_1\end{pmatrix}.
$$

Every entry is zero or $\pm i$. The anticommutation relations are preserved because

$$
\gamma_M^\mu\gamma_M^\nu+\gamma_M^\nu\gamma_M^\mu
=U(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu)U^\dagger=2g^{\mu\nu}.
$$

This answers (a). The matrix $U$ is not unique: $e^{i\lambda}U$ with real $\lambda$ gives the same gamma matrices.

### The real equation

Multiplying the Dirac equation by $U$ and inserting $U^\dagger U=1$ before $\psi$ gives

$$
(i\gamma_M^\mu\partial_\mu-m)\psi_M=0 .
$$

The matrices $i\gamma_M^\mu$ are real, and so is $m$. To isolate the time derivative, multiply by $-i\gamma_M^0$. The three kinds of term become $(\gamma_M^0)^2\partial_t=\partial_t$, $\gamma_M^0\gamma_M^i\partial_i=\alpha_{M,i}\partial_i$ and $+im\gamma_M^0$. Hence

$$
\partial_t\psi_M=-\boldsymbol\alpha_M\cdot\nabla\psi_M-im\beta_M\psi_M
=(\alpha_1\partial_x-\beta\partial_y+\alpha_3\partial_z-im\alpha_2)\psi_M. \tag{2}
$$

In components $\psi_M=(\psi_1,\psi_2,\psi_3,\psi_4)^T$ this reads

$$
\begin{aligned}
\partial_t\psi_1&=\partial_x\psi_4-\partial_y\psi_1+\partial_z\psi_3-m\psi_4,\\
\partial_t\psi_2&=\partial_x\psi_3-\partial_y\psi_2-\partial_z\psi_4+m\psi_3,\\
\partial_t\psi_3&=\partial_x\psi_2+\partial_y\psi_3+\partial_z\psi_1-m\psi_2,\\
\partial_t\psi_4&=\partial_x\psi_1+\partial_y\psi_4-\partial_z\psi_2+m\psi_1 .
\end{aligned}
$$

No imaginary unit is left.

### In what sense the solutions are real

Not every solution is real: if $\psi_M$ is a nonzero real solution, $i\psi_M$ is a solution too. The correct statement has two parts.

First, the complex conjugate of (2) is the same equation for $\psi_M^*$. By linearity, $\mathrm{Re}\,\psi_M$ and $\mathrm{Im}\,\psi_M$ are separately solutions. This justifies the real plane wave used in the estimate.

Second, real initial data stay real. To show this, let $\chi$ be any solution and combine (2) with its Hermitian conjugate. The mass terms $-im\chi^\dagger\beta_M\chi$ and $+im\chi^\dagger\beta_M\chi$ cancel, leaving

$$
\partial_t(\chi^\dagger\chi)=-\nabla\cdot(\chi^\dagger\boldsymbol\alpha_M\chi). \tag{3}
$$

For fields that vanish fast enough at large distance, the integral of $\chi^\dagger\chi$ over space is therefore constant. Apply this to $\chi=\mathrm{Im}\,\psi_M$. If it vanishes at $t=0$, its integral is zero at all times, and so is $\chi$.

Reality does not depend on the inertial frame. A Lorentz transformation continuously connected to the identity acts on spinors through products of matrices $\exp\left(\tfrac18\omega_{\mu\nu}[\gamma_M^\mu,\gamma_M^\nu]\right)$ with real $\omega_{\mu\nu}$. The commutators contain products of two imaginary matrices, so these exponentials are real.

Back in the Dirac representation the condition $\psi_M=\psi_M^*$ reads $U\psi=U^*\psi^*$, or $\psi=U^\dagger U^*\psi^*$. Since $U^*=(\beta-\alpha_2)/\sqrt2$,

$$
U^\dagger U^*=\tfrac12(\beta+\alpha_2)(\beta-\alpha_2)
=\tfrac12(1-\beta\alpha_2+\alpha_2\beta-1)=-\beta\alpha_2=-\gamma^2 ,
$$

so the condition is

$$
\psi=-\gamma^2\psi^* .
$$

A real Majorana spinor is thus generally complex in the Dirac representation, with its components tied together in pairs. With $e^{i\lambda}U$ in place of $U$, the right side acquires the factor $e^{-2i\lambda}$.

### Both signs of energy

The Hamiltonian $H_M=-i\boldsymbol\alpha_M\cdot\nabla+m\beta_M$ is purely imaginary, so $H_M^*=-H_M$. Conjugation therefore turns a state of energy $E$ into one of energy $-E$. For a real normalizable $\psi_M$, the negative-energy part is the complex conjugate of the positive-energy part, and the two have equal norms. With $m>0$ there are no states of zero energy, so each part carries half of the total norm. A real solution is consequently not a one-electron state of positive energy, although it solves the same wave equation.

### Where reality is lost

An electromagnetic potential enters through $\partial_\mu\to\partial_\mu+iqA_\mu$, where $q$ is the charge. The equation becomes

$$
(i\gamma_M^\mu\partial_\mu-q\gamma_M^\mu A_\mu-m)\psi_M=0 ,
$$

and the new term is imaginary. A real $\psi_M$ would have to satisfy the free equation and $q\gamma_M^\mu A_\mu\psi_M=0$ separately, which general initial data do not. Conjugation now gives the equation with $q$ replaced by $-q$. The result in (b) is thus lost under an electromagnetic coupling, except that a pure gauge potential $A_\mu=\partial_\mu\lambda$ with real $\lambda$ can be removed: $e^{iq\lambda}\psi_M$ then obeys the free real equation. Not every coupling destroys it: replacing $m$ by a real function $m(\mathbf x,t)$ leaves all coefficients of (2) real.

### The density of the real plane wave

The two quantities in (1) can now be evaluated. Because $U$ is unitary, $W^\dagger W=2u^\dagger u$. With $\mathbf p^2=(E-m)(E+m)$,

$$
u^\dagger u=(E+m)^2+\mathbf p^2=(E+m)\left[(E+m)+(E-m)\right]=2E(E+m).
$$

Because $U$ is Hermitian, $U^T=U^*$, and

$$
U^TU=\tfrac12(\beta-\alpha_2)(\beta+\alpha_2)=\tfrac12(\beta\alpha_2-\alpha_2\beta)=\beta\alpha_2=\gamma^2 .
$$

The nonzero entries of $\gamma^2$ are $-i$ at positions $(1,4)$ and $(4,1)$, and $+i$ at $(2,3)$ and $(3,2)$. Since $u_2=0$,

$$
W^TW=2u^T\gamma^2u=2(-2iu_1u_4)=-4i(E+m)(p_x+ip_y)=4(E+m)(p_y-ip_x).
$$

Dividing by $W^\dagger W=4E(E+m)$ leaves $(p_y-ip_x)/E$. Equation (1) becomes

$$
\psi_M^T\psi_M=2E(E+m)\left[1+\frac{p_y\cos2\theta-p_x\sin2\theta}{E}\right], \tag{4}
$$

and the exact relative amplitude is

$$
a=\frac{\sqrt{p_x^2+p_y^2}}{E}. \tag{5}
$$

The density varies locally, but by (3) this is a flow from place to place, with current $\psi_M^T\boldsymbol\alpha_M\psi_M$.

At rest, $u=(2m,0,0,0)^T$ and $W=2m(1,0,0,i)^T$, so

$$
\psi_M=2m(\cos mt,\;0,\;0,\;\sin mt)^T .
$$

The solution turns between two real components, and its density $4m^2$ is constant, in agreement with (5).

### The numerical case

For $m=4M$, $\mathbf p=(1,2,2)M$ and $E=5M$, with components of $u$ in units of $M$,

$$
u=(9,\;0,\;2,\;1+2i)^T .
$$

The rows of $\sqrt2\,U$ combine these into

$$
W=\begin{pmatrix}u_1-iu_4\\u_2+iu_3\\-iu_2-u_3\\iu_1-u_4\end{pmatrix}
=\begin{pmatrix}11-i\\2i\\-2\\-1+7i\end{pmatrix}.
$$

Since $\mathrm{Re}[(r+is)e^{-i\theta}]=r\cos\theta+s\sin\theta$ for real $r$ and $s$,

$$
\psi_M=\begin{pmatrix}11\cos\theta-\sin\theta\\2\sin\theta\\-2\cos\theta\\-\cos\theta+7\sin\theta\end{pmatrix},
\qquad \theta=5t-x-2y-2z,
$$

with lengths and times in units of $1/M$. The first component equation shows how the terms balance. Its left side is $-55\sin\theta-5\cos\theta$. On the right, the four terms in order are

$$
(-\sin\theta-7\cos\theta)+(-22\sin\theta-2\cos\theta)-4\sin\theta+(4\cos\theta-28\sin\theta),
$$

which has the same sum.

At $\mathbf x=0$ and $t=0.10/M$, where $\theta=0.50$, the solution is $\psi_M=(9.174,\,0.959,\,-1.755,\,2.478)^T$. The squares of these components add up to a density of 94.3. In the Dirac representation the same spinor is

$$
U^\dagger\psi_M=(6.487-1.752i,\;0.678-1.241i,\;1.241-0.678i,\;-1.752+6.487i)^T .
$$

Its first and fourth components are related by $\psi_1=i\psi_4^*$, and its second and third by $\psi_2=-i\psi_3^*$, as $\psi=-\gamma^2\psi^*$ requires.

Equation (4) gives the density at any phase:

$$
\psi_M^T\psi_M=90+36\cos2\theta-18\sin2\theta .
$$

The mean is 90, the relative amplitude is $a=\sqrt5/5=0.447$, and the density ranges from 49.8 to 130.2. The period at a fixed point is $\pi/E=0.628/M$.

## Comparison

The estimate $|\mathbf p|/E=0.6$ exceeds the exact amplitude 0.447 by 34% of the exact value. The period agrees, because (1) already fixed the frequency as $2E$.

The difference in amplitude has a definite origin. The ratio of the exact result to the estimate is

$$
\frac{\sqrt{p_x^2+p_y^2}}{|\mathbf p|}=\sin\vartheta ,
$$

where $\vartheta$ is the angle between $\mathbf p$ and the $z$ axis. That axis is singled out by the choice of $u$, whose upper two components describe spin up along $z$. Scaling supplies the factor $|\mathbf p|/E$ but does not know the direction of the spin.

For motion along $z$ the density is constant at any speed, and the estimate fails completely. For motion perpendicular to $z$ the estimate equals the exact result. At fixed direction with $\sin\vartheta\neq0$, the amplitude grows as $|\mathbf p|\sin\vartheta/m$ for $|\mathbf p|\ll m$ and tends to $\sin\vartheta$ for $|\mathbf p|\gg m$.

Numbers in the example were calculated in double precision.
